# The usable temperature window of a precursor: volatility against decomposition

## Definitions and conventions

A precursor is kept in a heated vessel for a time $t$ and supplies vapour to a deposition process. Two demands are placed on its absolute temperature $T$:

- the vapour pressure $p(T)$ must be at least $p_{\min}$;
- the decomposed fraction $x$ at the end of the hold must be at most $x_{\max}$, with $0<x_{\max}<1$.

The molar enthalpy of vaporization is $H>0$, the activation energy of decomposition is $E>0$, the Arrhenius prefactor is $A$, and $R$ is the gas constant. All logarithms are natural. A temperature that meets both demands is called usable, and the limits themselves count as usable.

The starting case is the simplest one: constant temperature, one condensed phase, a saturated vapour, and no liquid withdrawn. Withdrawal and incomplete saturation are added later.

## The lower edge: enough vapour

At coexistence the molar chemical potentials of liquid and vapour are equal. They stay equal along the coexistence line, so their changes are equal too. With $d\mu=-s\,dT+v\,dp$ for each phase,

$$-s_l\,dT+v_l\,dp=-s_g\,dT+v_g\,dp .$$

Collecting terms gives

$$\frac{dp}{dT}=\frac{s_g-s_l}{v_g-v_l}.$$

Since $\mu=h-Ts$ is the same in both phases, $h_g-h_l=T(s_g-s_l)$, and the entropy difference is $H/T$. Two approximations follow. The liquid volume is neglected beside that of the vapour, and the vapour is ideal, so $v_g-v_l\approx RT/p$. Then

$$\frac{dp}{dT}=\frac{H}{T}\,\frac{p}{RT}
\quad\Longrightarrow\quad
\frac{d\ln p}{dT}=\frac{H}{RT^2}.$$

This is the Clausius-Clapeyron law. The small effect of carrier-gas pressure on the liquid is also neglected.

For constant $H$, integration from a known point $(T_{\rm ref},p_{\rm ref})$ gives

$$\ln\frac{p}{p_{\rm ref}}=-\frac{H}{R}\left(\frac1T-\frac1{T_{\rm ref}}\right).$$

The constants can be gathered into one pressure:

$$p=P\,e^{-H/RT},\qquad P=p_{\rm ref}\,e^{H/RT_{\rm ref}} .$$

$P$ is the extrapolation to infinite temperature. It is a fitting constant, not a pressure that the liquid could reach.

Because $H>0$, the pressure rises with temperature, and $p\ge p_{\min}$ is a lower bound on $T$. Taking the logarithm of $Pe^{-H/RT}\ge p_{\min}$,

$$\frac{H}{RT}\le\ln\frac{P}{p_{\min}} .$$

If $p_{\min}<P$, the right side is positive and the bound is $T\ge T_{\min}$ with

$$\boxed{\frac1{T_{\min}}=\frac RH\ln\frac P{p_{\min}}}$$

If $p_{\min}\ge P$, the right side is zero or negative while the left side is positive, so no finite temperature suffices.

**Limit.** For $p_{\min}=p_{\rm ref}$ the logarithm is $H/RT_{\rm ref}$, and $T_{\min}=T_{\rm ref}$ whatever the value of $H$. An error in $H$ therefore matters little when the demanded pressure lies close to the reference pressure.

## The upper edge: little decomposition

For first-order decomposition, each remaining molecule has the same probability per unit time, $k$, of decomposing:

$$\frac{dx}{dt}=k(1-x),\qquad x(0)=0 .$$

Separating variables at constant temperature gives $-\ln(1-x)=kt$, or $x=1-e^{-kt}$. The demand $x\le x_{\max}$ becomes

$$kt\le L,\qquad L=-\ln(1-x_{\max}).$$

With the Arrhenius law $k=Ae^{-E/RT}$ this reads

$$At\,e^{-E/RT}\le L
\quad\Longleftrightarrow\quad
\frac{E}{RT}\ge\ln\frac{At}{L}.$$

If $At>L$, the logarithm is positive and the bound is $T\le T_{\max}$ with

$$\boxed{\frac1{T_{\max}}=\frac RE\ln\frac{At}{L}}$$

If $At\le L$, the inequality holds at every finite temperature, and the kinetic demand sets no upper limit. This is a formal case: the hold is then so short that even the full prefactor rate does too little damage.

**Limit.** For small $x_{\max}$, the expansion $-\ln(1-x_{\max})=x_{\max}+x_{\max}^2/2+\dots$ gives $L\approx x_{\max}$. The tolerated fraction is then simply rate times time. As $x_{\max}\to1$, $L$ grows without bound, because first-order decay never finishes in a finite time.

## Putting the edges together

The usable temperatures are the overlap of $T\ge T_{\min}$ and $T\le T_{\max}$. When both edges are finite, the overlap exists if $T_{\min}\le T_{\max}$, that is, if $1/T_{\min}\ge1/T_{\max}$:

$$\frac1H\ln\frac P{p_{\min}}\ge\frac1E\ln\frac{At}{L}.$$

Multiplication by the positive $E$ and exponentiation give the criterion. The interval is non-empty if and only if

$$\boxed{p_{\min}<P\quad\text{and}\quad
\frac{At}{L}\le\left(\frac P{p_{\min}}\right)^{E/H}}$$

The case without an upper edge is included: for $At\le L$ the left side is at most one, while the right side exceeds one. The condition $p_{\min}<P$ must be stated separately. If $p_{\min}>P$, the right side is below one, yet a very small $At/L$ can still satisfy the inequality although the pressure is never reached.

The interval is thus empty when $p_{\min}\ge P$, or when the liquid decomposes too far even at the lowest temperature that supplies enough vapour, $k(T_{\min})t>L$. Equality in the second criterion leaves one usable temperature.

**Limit.** Let $E$ grow with $A$, $t$ and the vapour data fixed. The right side then grows without bound, since $P/p_{\min}>1$, and the window opens. For $E\to0$ it tends to one, and a window requires $At\le L$. A large ratio $E/H$ does not by itself guarantee a window, because $A$, $t$ and $P$ also enter.

## The longest hold and the highest pressure

At fixed $p_{\min}$, equality gives the longest permitted hold:

$$t^*=\frac LA\left(\frac P{p_{\min}}\right)^{E/H}.$$

Hence $t^*\propto p_{\min}^{-E/H}$. Asking for more vapour forces a higher temperature, which accelerates decomposition. The exponent compares the two temperature sensitivities.

At fixed $t$, with $At>L$, the highest permitted pressure demand is the vapour pressure at the upper edge:

$$p^*=P\,e^{-H/RT_{\max}}=P\left(\frac L{At}\right)^{H/E}.$$

The hold time also gives a compact expression for the width. From the definition of $t^*$, $1/T_{\min}=(R/E)\ln(At^*/L)$. Subtracting $1/T_{\max}$ removes $A$ and $L$:

$$\frac1{T_{\min}}-\frac1{T_{\max}}=\frac RE\ln\frac{t^*}{t}.$$

The left side equals $(T_{\max}-T_{\min})/(T_{\min}T_{\max})$, so

$$T_{\max}-T_{\min}=\frac{R\,T_{\min}T_{\max}}{E}\ln\frac{t^*}{t}.$$

**Limit.** At $t=t^*$ the width is zero. For $t>t^*$ it is negative: its magnitude is the gap between the two demands.

The edges respond to small changes as follows. Differentiating $1/T_{\min}$ gives $-dT_{\min}/T_{\min}^2=-(R/H)\,d\ln p_{\min}$, and the upper edge is treated likewise:

$$\frac{dT_{\min}}{d\ln p_{\min}}=\frac{RT_{\min}^2}{H},\qquad
\frac{dT_{\max}}{d\ln t}=-\frac{RT_{\max}^2}{E}.$$

## Numbers for a heated bubbler

The example takes round parameters whose vapour pressure is roughly that of molten tetrakis(dimethylamido)hafnium, a volatile alkylamide used for atomic layer deposition of hafnium oxide. The vapour pressure is 1 Torr at 345 K, $H=65$ kJ/mol, $E=150$ kJ/mol and $A=10^{13}\ \mathrm{s^{-1}}$. The demands are $p_{\min}=2$ Torr and $x_{\max}=1\,\%$ after 30 days, or $2.592\times10^6$ s.

The two constants are

$$P=(1\ \mathrm{Torr})\exp\frac{65000}{8.31446\times345}=6.936\times10^9\ \mathrm{Torr},$$

$$L=-\ln0.99=0.01005 .$$

For the lower edge, $\ln(P/p_{\min})=21.967$ and

$$T_{\min}=\frac{65000}{8.31446\times21.967}\ \mathrm K=355.9\ \mathrm K .$$

For the upper edge, $\ln(At/L)=49.302$ and

$$T_{\max}=\frac{150000}{8.31446\times49.302}\ \mathrm K=365.9\ \mathrm K .$$

The window runs from 355.9 to 365.9 K (82.7 to 92.8 °C) and is 10.0 K wide. The two laws give these values inside and outside it:

| $T$ (K) | $p$ (Torr) | $x$ after 30 days (%) |
|---|---|---|
| 350.0 | 1.38 | 0.11 |
| 355.9 | 2.00 | 0.25 |
| 360.0 | 2.57 | 0.45 |
| 365.9 | 3.65 | 1.00 |
| 370.0 | 4.62 | 1.71 |

Across the window the pressure rises by a factor of 1.8 and the decomposed fraction by a factor of 4. The last pressure inside the window is $p^*=3.65$ Torr; a larger demand would leave no usable temperature for this hold.

At the lower edge $k=9.65\times10^{-10}\ \mathrm{s^{-1}}$, so

$$t^*=\frac{0.01005}{9.65\times10^{-10}}\ \mathrm s\approx1.04\times10^7\ \mathrm s,$$

or about 121 days. With all other settings fixed, the hold time changes the window thus:

| Hold (days) | $T_{\max}$ (K) | $T_{\max}-T_{\min}$ (K) |
|---|---|---|
| 7 | 377.1 | 21.2 |
| 30 | 365.9 | 10.0 |
| 90 | 358.0 | 2.1 |
| 180 | 353.1 | −2.8 |

The 180-day window is empty. Since $E/H=2.31$, doubling the pressure demand divides $t^*$ by $2^{2.31}\approx5$. The local sensitivities are 16.2 K per unit of $\ln p_{\min}$ for the lower edge and −7.4 K per unit of $\ln t$ for the upper one.

## Generalization to a varying temperature

If the temperature changes during the hold, separation of the rate equation gives

$$-\ln(1-x)=\int_0^t k(T(t'))\,dt' ,$$

and the kinetic demand is that this integral be at most $L$. Constant temperature restores $kt\le L$.

Suppose the pressure demand must hold throughout. Then $T(t')\ge T_{\min}$ at every moment, and the integral is at least $k(T_{\min})t$. If the constant-temperature window is empty because $k(T_{\min})t>L$, no temperature programme can rescue it. Cooling can help when vapour is needed during part of the hold, because the pressure demand then lapses in the idle periods.

The same integral describes a hot wall. Let the liquid be well mixed, with 10 % of it at any moment 10 K hotter than the rest. Each molecule then experiences the mean rate $0.9\,k(T)+0.1\,k(T+10\ \mathrm K)$. Setting this equal to $L/t$ and finding the root numerically lowers the upper edge by 1.8 K. A rate linear in temperature, however steep, would shift the edge only by the mean excess, $0.1\times10\ \mathrm K=1.0$ K. The larger shift comes from the upward curvature of the Arrhenius law.

## Generalization to a bubbler in use

**Incomplete saturation.** If the carrier gas leaves with a fraction $\sigma$ of the saturated vapour pressure, the demand becomes $\sigma p\ge p_{\min}$. In $T_{\min}$, $p_{\min}$ is replaced by $p_{\min}/\sigma$; $\sigma=1$ restores the first case. For an assumed $\sigma=0.70$, the lower edge rises by 5.9 K to 361.8 K.

**Withdrawal.** Evaporation removes intact precursor, while an involatile residue stays behind and becomes concentrated. Let $n$ be the intact amount divided by the initial charge, $s$ the elapsed fraction of the hold, and $z=kt$. If a fraction $f<1$ of the charge is withdrawn at a constant rate,

$$\frac{dn}{ds}=-zn-f,\qquad n(0)=1 .$$

The constant solution is $-f/z$. Adding the decaying exponential that fits the initial value gives

$$n(1)=e^{-z}-\frac fz\left(1-e^{-z}\right).$$

With one mole of residue per mole decomposed, the total amount left is $1-f$. The decomposed fraction of the remaining contents is therefore

$$y=1-\frac{n(1)}{1-f}.$$

For small $z$, $e^{-z}\approx1-z$ and $(1-e^{-z})/z\approx1-z/2$. Hence $n(1)\approx1-f-z(1-f/2)$ and

$$y\approx z\,\frac{1-f/2}{1-f}.$$

**Limit.** For $f\to0$ this returns $y\approx z$, as it should. For $f=0.8$ the factor is $0.6/0.2=3$. The demand $y\le1\,\%$, solved numerically without the expansion, permits $kt=0.00334$ instead of 0.01005. Putting this value in place of $L$ lowers the upper edge by 8.0 K to 357.9 K. This shift belongs to a limit on the composition of what remains. The amount decomposed per initial charge, $1-f-n(1)\approx z(1-f/2)$, is smaller than without withdrawal; a 1 % limit on that quantity permits $kt=0.0168$ and raises the edge by 3.9 K. The value $f=0.8$ is also held fixed here, whereas at fixed carrier flow $f$ would grow with $p(T)$.

Incomplete saturation moves the lower edge, and withdrawal mainly the upper one. Together they give $T_{\min}=361.8$ K and $T_{\max}=357.9$ K: the 10 K window has become a gap of 3.8 K (computed from the unrounded edges). The ideal window is therefore not a safe operating range for a bubbler with these two assumed losses if the 1 % limit applies to the remaining contents. If it applies to the initial charge, the window stays open, 8.0 K wide.

## Uncertain kinetics

At fixed $A$, $T_{\max}$ is proportional to $E$. If $E$ is 5 kJ/mol lower, the upper edge falls by $365.9\times5/150=12.2$ K, which alone closes the window.

The result differs if the rate $k_a$ is known at a measurement temperature $T_a$ and $E$ is used to extrapolate from there. Then

$$\frac1{T_{\max}}=\frac1{T_a}+\frac RE\ln\frac{k_at}{L}.$$

Differentiation at fixed $k_a$ gives

$$-\frac{1}{T_{\max}^2}\frac{dT_{\max}}{dE}=-\frac R{E^2}\ln\frac{k_at}{L}
=-\frac1E\left(\frac1{T_{\max}}-\frac1{T_a}\right),$$

and therefore

$$\frac{dT_{\max}}{dE}=\frac{T_{\max}}E\left(1-\frac{T_{\max}}{T_a}\right).$$

**Limit.** For $T_a=T_{\max}$ the error in $E$ has no effect, since nothing is extrapolated. For $T_a\to\infty$ the fixed-prefactor result returns. With $T_a=420$ K and the model's own rate there, the same error in $E$ lowers the edge by 1.6 K. For the same error in $E$, an accurately measured rate near the temperature of use thus constrains the upper edge better than an accurately known prefactor. An error in $k_a$ itself enters as one in $t$ does, at about −7.4 K per unit of $\ln k_a$, so a 30 % error moves the edge by about 2 K.

Products may also catalyse decomposition. For $dx/dt=k(1-x)(1+cx)$, partial fractions give

$$kt=\int_0^{x_{\max}}\frac{dx}{(1-x)(1+cx)}
=\frac1{1+c}\ln\frac{1+cx_{\max}}{1-x_{\max}} .$$

This replaces $L$ and returns to it for $c=0$. An assumed $c=50$ lowers the upper edge by 1.6 K.

## Smaller corrections and trapped gas

If $H$ changes with temperature by an assumed −80 J/(mol K), numerical integration of the vapour-pressure law raises $T_{\min}$ by 0.08 K. An ideal solution with 1 % involatile residue has its precursor pressure reduced by 1 %, which raises $T_{\min}$ by 0.16 K. For an assumed second virial coefficient $B=-3000\ \mathrm{cm^3/mol}$, the relative correction to the ideal-gas volume, $Bp/RT$, is $-2.7\times10^{-4}$ at the lower edge. None of these matters beside a width of 10 K.

Gas trapped in a closed vessel does matter. Take a 0.5 mol charge, 0.2 L of headspace and one mole of insoluble gas per mole decomposed. At $x=1\,\%$ there are 0.005 mol of gas, and the ideal-gas law at $T_{\max}$ gives about 570 Torr, against 3.65 Torr of precursor vapour. A tolerable loss of liquid can thus spoil the first vapour drawn from an unvented vessel.

## Beside the real case

Bubblers for hafnium alkylamides are heated to very roughly 350 K, so the model's temperatures lie in a realistic range. A pressure of 1 Torr near 345 K suits only the dimethylamide; the ethylmethyl- and diethylamide reach it some tens of kelvin higher and need their own constants. The vapour data are round assumed values, not a fit to a particular compound. The kinetic pair is an assumption: decomposition in a real vessel depends on purity, moisture and wall material, and need not be first order. Real bubblers can also break the assumptions of full saturation and an undisturbed charge, which for the losses assumed above, with the limit placed on the remaining contents, moves the edges by 5.9 and 8.0 K. The formulas apply within the range of one liquid phase and of the measured rate law. If the precursor freezes or the mechanism changes between the edges, each range needs its own constants.
